**Schwinger–Dyson contact terms in a two-site $\phi^4$ model**

The program tests the equation $\partial_t^2\langle T\phi_x(t)F\rangle+\langle TW_x(t)F\rangle=-(i/a)\sum_j\delta_{xx_j}\delta(t-t_j)\langle TF_j\rangle$. Here $a$ is the site spacing, $-W_x$ is the field acceleration $\ddot\phi_x$, $F$ is a product of fields, and $F_j$ is $F$ without its factor $j$. From a diagonalized Hamiltonian it asserts the slope jump at each of three insertions and the whole equation integrated against a Gaussian. From direct quadrature of the sliced path integral it asserts the lattice identity on seven interior slices, and the approach of the coincident-slice velocity difference to the canonical commutator. It also asserts that the squared velocity has the singular part $i/(a\varepsilon)$, with $\varepsilon$ the complex time step, and that the sliced two-point function converges to the canonical one at second order. Further assertions cover the free four-point function as a sum over pairings, the interacting integral equation in imaginary time, and its first-order term. The output shows contact terms where the inserted field shares the site and time of the differentiated field, and zero at the other tested positions.

## Program and output

```python
"""
Schwinger-Dyson equation of a phi^4 field on two spatial sites (hbar=c=m=1):
  d^2/dt^2 <T phi_x(t) F> + <T W_x(t) F>
      = -(i/a) sum_j delta(t-t_j) delta_(x,x_j) <T F without factor j>,
  W_x = (phi_x - phi_other)/a^2 + m^2 phi_x + lam phi_x^3/6.
a: site spacing, lam: coupling, F: product of fields phi_(x_j)(t_j).
Canonical side: diagonalization of H.  Path-integral side: quadrature over
time slices of complex step eps = |eps| exp(-i*tilt), weight exp(iS).
"""
import numpy as np

mass, a, lam = 1.0, 0.8, 3.0
n_basis = 22
basis_freq = np.sqrt(mass**2 + 1 / a**2)


def show(z):
    z = complex(z)
    return f"{round(z.real, 6) + 0.0:.6f} {round(z.imag, 6) + 0.0:+.6f}i"


def build_model(coupling):
    """Energies above the vacuum and operators in the energy basis."""
    big = n_basis + 6
    lower = np.diag(np.sqrt(np.arange(1.0, big)), 1)
    x = (lower + lower.T) / np.sqrt(2 * a * basis_freq)
    p2 = -(a * basis_freq / 2) * (lower - lower.T) @ (lower - lower.T)
    x2 = x @ x

    def cut(matrix):
        return matrix[:n_basis, :n_basis]

    one = np.eye(n_basis)
    site_h = cut(p2 / (2 * a) + a * (mass**2 * x2 / 2
                 + coupling * x2 @ x2 / 24) + x2 / (2 * a))
    h = (np.kron(site_h, one) + np.kron(one, site_h)
         - np.kron(cut(x), cut(x)) / a)
    energy, vec = np.linalg.eigh(h)

    def rotate(matrix):
        return vec.T @ matrix @ vec

    phi = [rotate(np.kron(cut(x), one)), rotate(np.kron(one, cut(x)))]
    cube = [rotate(np.kron(cut(x2 @ x), one)),
            rotate(np.kron(one, cut(x2 @ x)))]
    force = (phi[0] - phi[1]) / a**2 + mass**2 * phi[0] + coupling * cube[0] / 6
    velocity2 = vec[:, 0] @ np.kron(cut(p2), one) @ vec[:, 0] / a**2
    return dict(E=energy - energy[0], E0=energy[0], phi=phi, cube=cube,
                force=force, vacuum=vec[:, 0], velocity2=velocity2)


def two_point(model, x, y, t):
    """<0|phi_x(t) phi_y(0)|0>; t may be complex with Im t <= 0."""
    weights = model["phi"][x][0] * model["phi"][y][:, 0]
    return np.sum(weights * np.exp(-1j * model["E"] * t))


def fixed_order(model, operator, t, n_earlier, times, sites):
    """Operator at times t, placed just after the n_earlier first fields."""
    energy = model["E"]

    def act(site, time, ket):
        return np.exp(1j * energy * time) * (
            model["phi"][site] @ (np.exp(-1j * energy * time) * ket))

    right = np.zeros(len(energy), complex)
    right[0] = 1
    left = right.copy()
    for j in range(n_earlier):
        right = act(sites[j], times[j], right)
    for j in reversed(range(n_earlier, len(times))):
        left = act(sites[j], times[j], left)
    phase = np.exp(1j * np.outer(np.atleast_1d(t), energy))
    return np.sum(((phase * left.conj()) @ operator) * phase.conj() * right,
                  axis=1)


def gauss(lo, hi, n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return (hi - lo) / 2 * nodes + (hi + lo) / 2, (hi - lo) / 2 * weights


model = build_model(lam)
print(f"mass m = {mass} (unit of energy); site spacing a = {a} 1/m")
print(f"coupling lambda = {lam} m^2; basis states per site = {n_basis}")
print(f"vacuum energy = {model['E0']:.6f} m; first gap = {model['E'][1]:.6f} m")

# ---- Canonical side: slope jumps at the insertions -----------------------
times, sites = [-0.6, 0.1, 0.9], [0, 1, 0]
print("canonical: phi on site 0 at time t, with three inserted fields")
step = 1e-3
stencil = step * np.array([-2, -1, 1, 2])
slope_weights = np.array([1, -8, 8, -1]) / (12 * step)
rests = []
for j in range(3):
    early, late = [k for k in range(3) if k != j]
    rest = two_point(model, sites[late], sites[early],
                     times[late] - times[early])
    rests.append(rest)
    slopes = [slope_weights @ fixed_order(model, model["phi"][0],
              times[j] + stencil, r, times, sites) for r in (j, j + 1)]
    jump = slopes[1] - slopes[0]
    expected = -1j / a * rest * (sites[j] == 0)
    assert abs(jump - expected) < 1e-5
    print(f" t_j={times[j]:+.1f} 1/m, site {sites[j]}: "
          f"slope jump = {show(jump)} m")
    print(f"   remaining two-point function = {show(rest)}; "
          f"predicted jump = {show(expected)} m")

# ---- Canonical side: whole equation smeared with a test function ---------
centre = 0.2


def bump(t):
    return np.exp(-(t - centre)**2)


edges = [centre - 6.5] + times + [centre + 6.5]
smeared = 0
for region in range(4):
    t, w = gauss(edges[region], edges[region + 1], 240)
    second = (4 * (t - centre)**2 - 2) * bump(t)
    smeared += np.sum(w * (
        second * fixed_order(model, model["phi"][0], t, region, times, sites)
        + bump(t) * fixed_order(model, model["force"], t, region, times, sites)))
contact = sum(-1j / a * bump(times[j]) * rests[j]
              for j in range(3) if sites[j] == 0)
assert abs(smeared - contact) < 1e-5 and abs(contact) > 0.05
print(f"test function exp(-(t-{centre})^2), t in 1/m")
print(f" smeared left side  = {show(smeared)} m")
print(f" sum of contact terms = {show(contact)} m")

# ---- Path-integral side --------------------------------------------------
tilt = np.pi / 6
grid = np.linspace(-6, 6, 201)
dx = grid[1] - grid[0]
field = [grid[:, None] + 0 * grid[None, :], 0 * grid[:, None] + grid[None, :]]
scaled = grid * np.sqrt(a * basis_freq)
hermite = [(a * basis_freq / np.pi)**0.25 * np.exp(-scaled**2 / 2)]
hermite.append(np.sqrt(2) * scaled * hermite[0])
for n in range(2, n_basis):
    hermite.append(np.sqrt(2 / n) * scaled * hermite[-1]
                   - np.sqrt((n - 1) / n) * hermite[-2])
hermite = np.array(hermite)
vacuum_wave = hermite.T @ model["vacuum"].reshape(n_basis, n_basis) @ hermite
potential = (a * sum(mass**2 * f**2 / 2 + lam * f**4 / 24 for f in field)
             + (field[1] - field[0])**2 / (2 * a))
force_grid = ((field[0] - field[1]) / a**2 + mass**2 * field[0]
              + lam * field[0]**3 / 6)


class SlicedPathIntegral:
    def __init__(self, size, n_steps):
        self.eps = size * np.exp(-1j * tilt)
        self.n_steps = n_steps
        distance2 = (grid[:, None] - grid[None, :])**2
        self.kernel = dx * np.sqrt(a / (2j * np.pi * self.eps)) * np.exp(
            1j * a * distance2 / (2 * self.eps))
        self.half = np.exp(-0.5j * self.eps * potential)
        self.norm = 1.0
        self.norm = self.average([])

    def average(self, insertions):
        """insertions: list of (slice number, function on the field grid)."""
        amplitude = vacuum_wave.astype(complex)
        for k in range(self.n_steps + 1):
            if k > 0:
                amplitude = self.half * (self.kernel @ amplitude @ self.kernel.T)
            for where, function in insertions:
                if where == k:
                    amplitude = amplitude * function
            if k < self.n_steps:
                amplitude = self.half * amplitude
        return np.sum(vacuum_wave * amplitude) * dx**2 / self.norm


size = 0.05
paths = SlicedPathIntegral(size, 8)
slots = [2, 4, 6]
product = [(slots[j], field[sites[j]]) for j in range(3)]
with_phi = [paths.average(product + [(k, field[0])]) for k in range(9)]
print(f"path integral: |eps| = {size} 1/m, contour tilt = "
      f"{np.degrees(tilt):.0f} deg, fields on slices 2,4,6 (sites 0,1,0)")
for k in range(1, 8):
    left = ((with_phi[k + 1] - 2 * with_phi[k] + with_phi[k - 1]) / paths.eps**2
            + paths.average(product + [(k, force_grid)]))
    right = 0
    for j in range(3):
        if slots[j] == k and sites[j] == 0:
            right = -1j / (a * paths.eps) * paths.average(
                [product[i] for i in range(3) if i != j])
    assert abs(left - right) < 1e-6
    print(f" slice {k}: a*eps*left = {show(a * paths.eps * left)}; "
          f"a*eps*right = {show(a * paths.eps * right)}")

# ---- Coincident slice: commutator, and singular square of the velocity ---
print("coincident slice k=2, site 0")
commutator_errors, velocity_errors = [], []
for size in (0.1, 0.05, 0.025):
    short = SlicedPathIntegral(size, 4)
    eps = short.eps
    here, after, before = [(k, field[0]) for k in (2, 3, 1)]
    same = short.average([here, here])
    forward = short.average([after, here])
    commutator = a * (forward - 2 * same + short.average([before, here])) / eps
    square = (short.average([after, after]) - 2 * forward + same) / eps**2
    finite = square - 1j / (a * eps)
    commutator_errors.append(abs(commutator + 1j))
    velocity_errors.append(abs(finite - model["velocity2"]))
    print(f" |eps|={size} 1/m: a<(v+ - v-)phi> = {show(commutator)}")
    print(f"   a*eps*<v^2> = {show(a * eps * square)}; "
          f"<v^2>-i/(a eps) = {show(finite)} m^2")
assert commutator_errors[2] < 0.03
assert 1.8 < commutator_errors[1] / commutator_errors[2] < 2.2
assert velocity_errors[2] < 0.01
assert velocity_errors[2] < 0.6 * velocity_errors[1]
print(f" canonical <phidot^2> = {model['velocity2']:.6f} m^2")

# ---- Sliced correlator converges to the canonical one --------------------
duration = 0.8
canonical = two_point(model, 0, 0, duration * np.exp(-1j * tilt))
errors = []
for n_steps in (4, 8):
    sliced = SlicedPathIntegral(duration / n_steps, n_steps).average(
        [(0, field[0]), (n_steps, field[0])])
    errors.append(abs(sliced - canonical))
    print(f"two-point function, |t|={duration} 1/m, {n_steps} steps: "
          f"{show(sliced)}")
print(f" canonical value {show(canonical)}; "
      f"error ratio = {errors[0] / errors[1]:.3f}")
assert errors[1] < 0.01 and 3.3 < errors[0] / errors[1] < 4.7

# ---- Wick expansion ------------------------------------------------------
mode_freq = np.array([mass, np.sqrt(mass**2 + 2 / a**2)])
mode_shape = np.array([[1, 1], [1, -1]]) / np.sqrt(2)


def free_propagator(x, y, t):
    """Free Feynman propagator; t = -i*tau with tau >= 0 also allowed."""
    t = np.asarray(t)
    return sum(mode_shape[k, x] * mode_shape[k, y] / (2 * a * mode_freq[k])
               * np.exp(-1j * mode_freq[k] * t) for k in range(2))


free = build_model(0.0)
probe = 0.5
four = fixed_order(free, free["phi"][0], probe, 2, times, sites)[0]
pairs = 0
for j in range(3):
    early, late = [k for k in range(3) if k != j]
    pairs += (free_propagator(0, sites[j], abs(probe - times[j]))
              * free_propagator(sites[late], sites[early],
                                times[late] - times[early]))
assert abs(four - pairs) < 1e-8
print(f"free four-point function at t={probe} 1/m = {show(four)}")
print(f" sum over three pairings = {show(pairs)}")

tau = 0.7
full = two_point(model, 0, 0, -1j * tau).real
bare = float(free_propagator(0, 0, -1j * tau).real)
correction, first_order = 0.0, 0.0
for lo, hi in ((-30, -3), (-3, 0), (0, tau), (tau, tau + 3), (tau + 3, 30)):
    s, w = gauss(lo, hi, 160)
    for z in range(2):
        line = free_propagator(0, z, -1j * np.abs(tau - s)).real
        weights = model["cube"][z][0] * model["phi"][0][:, 0]
        cubic = np.exp(-np.outer(np.abs(s), model["E"])) @ weights
        correction -= lam / 6 * a * np.sum(w * line * cubic)
        loop = float(free_propagator(z, z, 0.0).real)
        other = free_propagator(z, 0, -1j * np.abs(s)).real
        first_order -= 0.5 * a * np.sum(w * line * loop * other)
assert abs(full - bare - correction) < 1e-5
h = 0.01
g0, g1, g2 = [two_point(build_model(c), 0, 0, -1j * tau).real
              for c in (0.0, h, 2 * h)]
derivative = (-3 * g0 + 4 * g1 - g2) / (2 * h)
assert abs(derivative - first_order) < 2e-5 and abs(first_order) > 0.01
print(f"imaginary time tau={tau} 1/m: full G = {full:.6f}, free D = {bare:.6f}")
print(f" D + interaction integral = {bare + correction:.6f}")
print(f" dG/dlambda at 0: diagonalization {derivative:.6f} 1/m^2, "
      f"Wick {first_order:.6f} 1/m^2")

print("all tests passed")
```

Running it gives:

```
mass m = 1.0 (unit of energy); site spacing a = 0.8 1/m
coupling lambda = 3.0 m^2; basis states per site = 22
vacuum energy = 1.621752 m; first gap = 1.250189 m
canonical: phi on site 0 at time t, with three inserted fields
 t_j=-0.6 1/m, site 0: slope jump = -0.084765 -0.197423i m
   remaining two-point function = 0.157938 -0.067812i; predicted jump = -0.084765 -0.197423i m
 t_j=+0.1 1/m, site 1: slope jump = 0.000000 +0.000000i m
   remaining two-point function = -0.218110 -0.222988i; predicted jump = 0.000000 +0.000000i m
 t_j=+0.9 1/m, site 0: slope jump = -0.059645 -0.189990i m
   remaining two-point function = 0.151992 -0.047716i; predicted jump = -0.059645 -0.189990i m
test function exp(-(t-0.2)^2), t in 1/m
 smeared left side  = -0.081236 -0.220492i m
 sum of contact terms = -0.081236 -0.220492i m
path integral: |eps| = 0.05 1/m, contour tilt = 30 deg, fields on slices 2,4,6 (sites 0,1,0)
 slice 1: a*eps*left = 0.000000 +0.000000i; a*eps*right = 0.000000 +0.000000i
 slice 2: a*eps*left = -0.001194 -0.105981i; a*eps*right = -0.001194 -0.105981i
 slice 3: a*eps*left = 0.000000 +0.000000i; a*eps*right = 0.000000 +0.000000i
 slice 4: a*eps*left = 0.000000 +0.000000i; a*eps*right = 0.000000 +0.000000i
 slice 5: a*eps*left = 0.000000 +0.000000i; a*eps*right = 0.000000 +0.000000i
 slice 6: a*eps*left = -0.001194 -0.105981i; a*eps*right = -0.001194 -0.105981i
 slice 7: a*eps*left = 0.000000 +0.000000i; a*eps*right = 0.000000 +0.000000i
coincident slice k=2, site 0
 |eps|=0.1 1/m: a<(v+ - v-)phi> = -0.074305 -0.956979i
   a*eps*<v^2> = 0.073969 +0.956614i; <v^2>-i/(a eps) = 1.071894 -0.007358i m^2
 |eps|=0.05 1/m: a<(v+ - v-)phi> = -0.037078 -0.978589i
   a*eps*<v^2> = 0.037049 +0.978516i; <v^2>-i/(a eps) = 1.070684 -0.002020i m^2
 |eps|=0.025 1/m: a<(v+ - v-)phi> = -0.018532 -0.989300i
   a*eps*<v^2> = 0.018530 +0.989290i; <v^2>-i/(a eps) = 1.070142 -0.000520i m^2
 canonical <phidot^2> = 1.069896 m^2
two-point function, |t|=0.8 1/m, 4 steps: 0.101786 -0.174355i
two-point function, |t|=0.8 1/m, 8 steps: 0.102190 -0.175458i
 canonical value 0.102335 -0.175821i; error ratio = 4.003
free four-point function at t=0.5 1/m = 0.028931 -0.221554i
 sum over three pairings = 0.028931 -0.221554i
imaginary time tau=0.7 1/m: full G = 0.135722, free D = 0.192311
 D + interaction integral = 0.135722
 dG/dlambda at 0: diagonalization -0.033299 1/m^2, Wick -0.033299 1/m^2
all tests passed
```
